# Step size for a three-point effective mass in a Dirac band

**Question**

I want the band-edge effective mass of a monolayer semiconductor from three calculated energies: one at the band edge and one at a distance \(h\) on either side. Near the edge I describe the conduction band by the massive Dirac form

\[
E(k)=\sqrt{D^2+(\hbar v k)^2},
\]

with \(k\) measured from the edge and a gap \(E_g=2D\). My rough numbers, typical of a monolayer like MoS\(_2\), are \(E_g=1.7\) eV, \(\hbar v=0.35\) eV nm and lattice constant \(a=0.32\) nm.

I know that the three-point formula has an error of order \(h^2\), but I can't turn that into an error of the mass. Is the mass too large or too small, and what is the largest \(h\) that keeps the error below one percent? Can I trust that step in a real band structure?

**Answer**

Take the energies as free of numerical error for now, so that the finite step is the only source of error. Errors of the mass are relative to the true edge mass of the band being discussed, unless another reference is given.

**The edge mass and the leading error**

Your band is the upper eigenvalue of

\[
H=\begin{pmatrix} D & \hbar v(k_x-ik_y)\\ \hbar v(k_x+ik_y) & -D\end{pmatrix}.
\]

The trace is zero and \(H^2=[D^2+(\hbar vk)^2]\,\mathbb 1\), so the eigenvalues are \(\pm\sqrt{D^2+(\hbar vk)^2}\). They depend only on the length of \(\mathbf k\), so the direction of the step does not matter in this model.

Use \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) with \(u=(\hbar vk/D)^2\):

\[
E(k)=D+\frac{(\hbar v)^2k^2}{2D}-\frac{(\hbar v)^4k^4}{8D^3}+\dots
\]

The coefficient of \(k^2\) is \(E''(0)/2\), and that of \(k^4\) is \(E''''(0)/24\). Hence

\[
E''(0)=\frac{(\hbar v)^2}{D},\qquad
E''''(0)=-\frac{3(\hbar v)^4}{D^3}.
\]

The edge mass is defined by the curvature:

\[
m=\frac{\hbar^2}{E''(0)}=\frac{D}{v^2}.
\]

The three-point formula replaces \(E''(0)\) by

\[
C_h=\frac{E(h)-2E(0)+E(-h)}{h^2}
=E''(0)+\frac{h^2}{12}E''''(0)+\dots
\]

Odd powers of \(h\) cancel between the two sides. The factor \(1/12\) is \(2/4!\), one quartic term from each side. The estimated mass is \(m_h=\hbar^2/C_h\), so

\[
\frac{m_h}{m}=\frac{E''(0)}{C_h}
=\frac{1}{1+h^2E''''(0)/[12E''(0)]+\dots}
\approx 1-\frac{h^2E''''(0)}{12E''(0)}.
\]

Taking the inverse reverses the sign of the relative error. Insert the derivatives and define the dimensionless step \(x=\hbar vh/D\):

\[
\frac{m_h}{m}-1\approx
\frac{h^2}{12}\,\frac{3(\hbar v)^4/D^3}{(\hbar v)^2/D}
=\frac{(\hbar vh)^2}{4D^2}=\frac{x^2}{4}.
\]

The mass is too large. Away from the edge the band bends from a parabola towards a straight line, so the side points lie lower than the parabola would put them. The formula reads this as a smaller curvature.

**The largest step**

For this band no expansion is needed. Since \(E(h)=E(-h)\),

\[
m_h=\frac{\hbar^2h^2}{2[E(h)-E(0)]}
=\frac{\hbar^2h^2}{2D(\sqrt{1+x^2}-1)}.
\]

Substitute \(\hbar^2h^2=x^2D^2/v^2\) and \(m=D/v^2\), then use \(x^2=(\sqrt{1+x^2}-1)(\sqrt{1+x^2}+1)\):

\[
\frac{m_h}{m}=\frac{x^2}{2(\sqrt{1+x^2}-1)}
=\frac{1+\sqrt{1+x^2}}{2}.
\]

The relative overestimate is therefore

\[
\frac{m_h}{m}-1=\frac{\sqrt{1+x^2}-1}{2}
=\frac{x^2}{4}-\frac{x^4}{16}+\dots
\]

It grows steadily with \(x\), so there is a single limiting step. Require it to be below a tolerance \(p\):

\[
\sqrt{1+x^2}<1+2p
\quad\Rightarrow\quad
x^2<(1+2p)^2-1=4p(1+p).
\]

Both sides of the first inequality are positive, so squaring is allowed. In terms of the step,

\[
h<h_{\max}=2\sqrt{p(1+p)}\,\frac{D}{\hbar v}.
\]

For \(p=0.01\) this means \(x<0.2010\). The leading term alone gives \(x<0.2000\), which is slightly on the safe side. At \(h_{\max}\) itself the error equals one percent, so a strict "below" requires a step just under it.

The same result can be read as an energy. Because \(E(h)-E(0)=D(\sqrt{1+x^2}-1)\) and \(E_g=2D\),

\[
\frac{m_h}{m}-1=\frac{E(h)-E(0)}{E_g}.
\]

For a pure Dirac band, the side points must lie less than one percent of the gap above the edge.

Two limits show what sets the scale. As the gap closes at fixed \(v\), \(h_{\max}\) shrinks in proportion to \(D\), because the parabolic region disappears. For a step with \(x\gg1\), \(m_h\approx mx/2=\hbar h/(2v)\). The gap has dropped out, and the "mass" then reflects the chosen step and the slope of the cone.

**Your numbers**

Here \(D=0.85\) eV and \(\hbar^2/m_0=0.0762\) eV nm\(^2\), where \(m_0\) is the free-electron mass. The edge mass is

\[
\frac{m}{m_0}=\frac{\hbar^2}{m_0}\frac{D}{(\hbar v)^2}
=\frac{0.0762\times0.85}{0.35^2}\approx0.529,
\]

and the limiting step is

\[
h_{\max}=0.2010\times\frac{0.85}{0.35}\ \text{nm}^{-1}
\approx0.488\ \text{nm}^{-1}=0.0488\ \text{Å}^{-1}.
\]

At that step the three-point mass is \(0.534\,m_0\), and the side points lie 17 meV above the edge, one percent of 1.7 eV. The step is 3.7% of the distance from \(\Gamma\) to K, which is \(4\pi/(3a)=13.09\) nm\(^{-1}\).

If the energies come from a uniform \(N\times N\) mesh that includes \(\Gamma\), neighbouring points along a reciprocal vector are \(4\pi/(\sqrt3aN)=22.67/N\) nm\(^{-1}\) apart. The spacing is below \(h_{\max}\) for \(N>46.45\). The band edge at K lies on the mesh if \(N\) is a multiple of 3, so the Dirac band calls for \(N=48\), with an overestimate of 0.94%.

**What a lattice changes**

A periodic band cannot follow the Dirac form at all \(k\). For a simple example of the difference, replace \(\hbar v(k_x-ik_y)\) by the nearest-neighbour honeycomb coupling \(tf\), with the gap and velocity held fixed. Write \(\mathbf q\) for the wavevector measured from K. Then

\[
|f|^2=3+2\sum_{i=1}^{3}\cos\!\left(\tfrac{2\pi}{3}+u_i\right),
\qquad u_i=\mathbf q\cdot\mathbf d_i,
\]

where the \(\mathbf d_i\) are three lattice vectors of length \(a\), 120° apart. Since \(\cos(2\pi/3+u)=-\tfrac12\cos u-\tfrac{\sqrt3}{2}\sin u\),

\[
|f|^2=3-\sum_i\cos u_i-\sqrt3\sum_i\sin u_i .
\]

Let \(\varphi\) be the angle of \(\mathbf q\) from the direction K to M. The sums needed are \(\sum u_i=0\), \(\sum u_i^2=\tfrac32q^2a^2\), \(\sum u_i^3=-\tfrac34q^3a^3\cos3\varphi\) and \(\sum u_i^4=\tfrac98q^4a^4\). To fourth order,

\[
|f|^2\approx\frac{3q^2a^2}{4}
\left[1-\frac{qa}{2\sqrt3}\cos3\varphi-\frac{q^2a^2}{16}\right].
\]

The first term fixes \(\hbar v=\sqrt3\,at/2\). The second, trigonal warping, changes sign between \(+\mathbf q\) and \(-\mathbf q\), so it cancels at leading order in the symmetric formula. The third lowers both side points and adds about \((ha)^2/16\) to the overestimate.

At \(h_{\max}\), \(ha=0.156\), so the addition is about 0.15%. Diagonalising the honeycomb model gives a total of 1.15%, consistent with this. The \(N=48\) mesh now gives 1.08% and misses the target; \(N=51\) gives 0.96%. These mesh sizes belong to this simple model, and a real monolayer may need a finer mesh.

Keep both side points. With one alone, the slope at the edge is zero and the mass is estimated as \(\hbar^2h^2/(2\,\Delta E)\), where \(\Delta E\) is the rise of that side point above the edge. At the same step, the honeycomb mass is then 3.2% too small towards \(\Gamma\) and 5.9% too large towards M.

**How far this carries over to a real monolayer**

I have taken your gap, velocity and lattice constant as given. The least safe assumption is that two bands supply all the curvature. The free-electron term \(\hbar^2k^2/(2m_0)\), added to both bands, already shows the effect. It changes the inverse masses to

\[
\frac1{m_e}=\frac1m+\frac1{m_0},\qquad
\frac1{m_{\rm hole}}=\frac1m-\frac1{m_0}.
\]

The signs differ because a hole's energy is measured downwards. The three-point formula treats a quadratic term without error, so the absolute curvature error is unchanged, but it is now compared with a different total. At \(h=0.488\) nm\(^{-1}\) the overestimate becomes 0.65% for the electron (\(m_e=0.346\,m_0\)) and 2.15% for the hole (\(m_{\rm hole}=1.12\,m_0\)). The hole's one-percent step falls to 0.333 nm\(^{-1}\). Other remote bands can add both quadratic and higher-order terms, so these numbers illustrate the effect and do not predict the masses or the one-percent step of MoS\(_2\). In particular, the smaller electron error should not be read as a safety margin. In a nearest-neighbour three-band d-orbital tight-binding model fitted to MoS\(_2\), without spin-orbit coupling, the mass at \(h=0.488\) nm\(^{-1}\) is still too large, by about 1.5% for the electron and 1.9% for the hole. The one-percent steps are then about 0.40 and 0.355 nm\(^{-1}\). The step has to be checked on the real band, as described below.

In the Dirac model, spin splitting changes the limiting step less. If the other spin pair has a gap larger by roughly 0.15 eV at the same velocity, its limiting step rises to 0.531 nm\(^{-1}\). Its edge mass \(D/v^2\) is also about 9% larger, so take all energies from the same spin branch, followed by its spin and not by band index. Branches a few meV apart with different masses can cross near the edge. For example, if the lighter of two parabolic branches with masses \(0.44\,m_0\) and \(0.47\,m_0\) lies 3 meV lower, they cross at 0.74 nm\(^{-1}\), between \(h_{\max}\) and \(2h_{\max}\).

**Checking the step on your own data**

You can estimate the error without knowing \(v\) or the remote bands. If the leading error is \(ch^2\), then

\[
\frac{m_{2h}}{m_h}-1=\frac{1+4ch^2}{1+ch^2}-1
=\frac{3ch^2}{1+ch^2}\approx3ch^2,
\]

so one third of the relative change from \(h\) to \(2h\) estimates the error at \(h\). At \(h=0.488\) nm\(^{-1}\) this gives 0.95% for the Dirac band, where the error is 1.00%, and 2.12% for the hole above, where it is 2.15%. In both cases the estimate is slightly low, so leave a margin. For the Dirac band it reaches 1% at \(h=0.501\) nm\(^{-1}\), where the true error is 1.05%.

Don't make the step very small if your energies are rounded. Printed to 0.1 meV, each can be off by 0.05 meV. With weights 1, 2 and 1, the second difference can be off by 0.2 meV. At \(h_{\max}\) it is \(2\times17=34\) meV, so rounding alone can change the three-point mass by 0.59% of its unrounded value at the same step. At half that step the second difference is about four times smaller, and the worst case, measured in the same way, is 2.4%. The \(h\), \(2h\) estimate is affected too. With the same rounding it can lie between 0.75% and 1.16% at \(h_{\max}\), and between \(-0.54\)% and 1.03% at half that step, where the true error is 0.25%. Use more digits before you reduce \(h\).

Finally, the edge mass is not the mass of every thermal carrier. The group velocity is \(v_g=\hbar^{-1}dE/dk=\hbar v^2k/E\), so the ratio of momentum to velocity is

\[
\frac{\hbar k}{v_g}=\frac{E}{v^2}=m\left(1+\frac{E-D}{D}\right).
\]

For a carrier \(k_BT=25.9\) meV above the edge, with \(T=300\) K, this is 3.0% above \(m\) in the Dirac model. That is a real change of the band with energy, and a smaller \(h\) does not remove it.

## Calculated quantities

```
gap: 1.70 eV; half gap D: 0.850 eV
hbar v: 0.350 eV nm; lattice constant: 0.320 nm
hbar^2/m0: 0.07620 eV nm^2
Dirac edge mass: 0.5287 m0
tolerance: 1.0 %
largest x, closed form: 0.20100
largest x, leading term: 0.20000
largest step, closed form: 0.4881 1/nm
largest step, converted: 0.04881 1/angstrom
largest step, leading term: 0.4857 1/nm
overestimate at leading-term step: 0.9902 %
three-point mass at largest step: 0.5340 m0
energy rise at largest step: 17.000 meV
Gamma-K distance: 13.090 1/nm
largest step / Gamma-K distance: 3.73 %
reciprocal vector length: 22.672 1/nm
reciprocal length / largest step: 46.45
smallest mesh with K, Dirac band: N = 48
  its spacing: 0.4723 1/nm
  its overestimate, Dirac: 0.937 %
  its overestimate, honeycomb: 1.080 %
smallest mesh with K, honeycomb band: N = 51
  its overestimate, honeycomb: 0.957 %
honeycomb hopping: 1.2630 eV
At the largest Dirac step:
  honeycomb overestimate: 1.153 %
  flattening estimate (ha)^2/16: 0.152 %
  one-sided mass error toward Gamma: -3.17 %
  one-sided mass error toward M: +5.88 %
  warping estimate ha/(2 sqrt3): 4.51 %
  electron mass with free term: 0.3459 m0
  electron overestimate with free term: 0.65 %
  hole mass with free term: 1.1219 m0
  hole overestimate with free term: 2.15 %
  h,2h error estimate, Dirac: 0.95 %
  h,2h error estimate, hole: 2.12 %
  worst rounding error of mass: 0.59 %
  worst rounding error, half step: 2.39 %
largest step for hole with free term: 0.3333 1/nm
spin splitting added to gap: 0.15 eV
largest step for that larger gap: 0.5312 1/nm
temperature: 300 K; kT: 25.85 meV
momentum-mass increase at kT: 3.04 %
```
